# The Kohler variational bound on the resistivity of a metal

Suppose the resistivity of an anisotropic metal is estimated from a guessed electron distribution, by dividing the dissipated power by the square of the current. By itself, the estimate does not show whether it is too high or too low, or which of two guesses gives the closer resistivity. A careless reading can also fail outright. In the model metal treated below, the resistivity along a chosen direction is 1.856 μΩ cm, yet a reasonable guess gives 1.707 μΩ cm if its sideways current is ignored. The theorem turns such estimates into upper bounds and states what must be asked of the current.

## 1. Setting and assumptions

Electrons of charge $-e$ occupy one band $\varepsilon_k$ in a crystal of volume $V$, with velocity $v=\nabla_k\varepsilon/\hbar$. Sums over $k$ count one spin; scattering conserves spin, so a factor 2 appears in densities. A weak, uniform, static field $E$ acts. There is no magnetic field and no temperature gradient.

Let $W_{kk'}$ be the rate from $k$ to an empty state $k'$, due to static impurities and to phonons held in equilibrium at temperature $T$. In the Born approximation the squared matrix elements are the same in both directions. The ratio of phonon absorption to emission then gives $W_{kk'}/W_{k'k}=e^{-(\varepsilon_{k'}-\varepsilon_k)/k_BT}$. Since the Fermi function $f^0$ obeys $f^0/(1-f^0)=e^{-(\varepsilon-\mu)/k_BT}$, the equilibrium flux is symmetric:

$$\mathcal P_{kk'}\equiv f^0_k(1-f^0_{k'})W_{kk'}=\mathcal P_{k'k}.$$

Write the distribution as
$$f_k=f^0_k+w_k\Phi_k,\qquad w=-\frac{\partial f^0}{\partial\varepsilon}=\frac{f^0(1-f^0)}{k_BT}.$$
The function $\Phi$ is an energy. Let $\langle a,b\rangle=\sum_k a_kb_k$.

**Lemma 1 (collision operator).** To first order in $\Phi$, the collision rate is $C_k=-(P\Phi)_k$ with
$$(P\Phi)_k=\frac1{k_BT}\sum_{k'}\mathcal P_{kk'}(\Phi_k-\Phi_{k'}).$$
The operator $P$ is symmetric and $\langle\Phi,P\Phi\rangle\ge0$.

*Proof.* Put $\eta=\Phi/k_BT$. Then $f=f^0[1+(1-f^0)\eta]$ and $1-f=(1-f^0)[1-f^0\eta]$. With primes for quantities at $k'$, the flows out of and into $k$ are, to first order,
$$f(1-f')W_{kk'}=\mathcal P_{kk'}[1+(1-f^0)\eta-f^{0\prime}\eta'],$$
$$f'(1-f)W_{k'k}=\mathcal P_{kk'}[1+(1-f^{0\prime})\eta'-f^0\eta].$$
In minus out is $\mathcal P_{kk'}(\eta'-\eta)$, which gives $P$. Next, write $\langle\Psi,P\Phi\rangle$ as a double sum, exchange the labels $k,k'$, and average the two forms:
$$\langle\Psi,P\Phi\rangle=\frac1{2k_BT}\sum_{kk'}\mathcal P_{kk'}(\Psi_k-\Psi_{k'})(\Phi_k-\Phi_{k'}).$$
This is symmetric in $\Psi,\Phi$ and non-negative for $\Psi=\Phi$. ∎

The form vanishes when $\Phi$ is equal on all pairs of states joined by scattering; then $P\Phi=0$. Such null functions include the constants and, for purely elastic scattering, every function of energy alone.

**Lemma 2 (transport equation and conductivity).** With $X_i=-e\,v_iw$, the steady state and its current density obey
$$P\Phi=\sum_iE_iX_i,\qquad J_i[\Phi]=\frac2V\langle X_i,\Phi\rangle.$$
If $P\varphi_i=X_i$, then $\sigma_{ij}=(2/V)\langle\varphi_i,P\varphi_j\rangle$, a symmetric non-negative matrix.

*Proof.* In a steady state $\dot k\cdot\nabla_kf=C$, with $\hbar\dot k=-eE$. To first order in $E$, $f$ on the left may be replaced by $f^0$. Since $\nabla_kf^0=-\hbar v\,w$, the left side is $+eE\cdot v\,w$. Setting it equal to $-P\Phi$ gives the equation. The current is $-(2e/V)\sum_k v f$. Its $f^0$ part vanishes because $vf^0$ is the $k$-gradient of a periodic function; the rest is the stated $J_i$. By linearity $\Phi=\sum_jE_j\varphi_j$, so
$$\sigma_{ij}=\frac2V\langle X_i,\varphi_j\rangle=\frac2V\langle P\varphi_i,\varphi_j\rangle=\frac2V\langle\varphi_i,P\varphi_j\rangle,$$
by the symmetry of $P$. ∎

A solution $\varphi_i$ requires $\langle N,X_i\rangle=0$ for each null function $N$, because $\langle N,P\varphi_i\rangle=\langle PN,\varphi_i\rangle=0$. In words, null functions must carry no current. For $N(\varepsilon)$ this holds, since $N(\varepsilon)w(\varepsilon)v$ is again the gradient of a periodic function. I assume it for all null functions. For finitely many states it also guarantees a solution; for a continuum I assume a solution of finite dissipation. I also assume that the metal conducts in every direction, so that $\rho=\sigma^{-1}$ exists.

## 2. The theorem

Define the dissipation
$$D[\Phi]=\frac2V\langle\Phi,P\Phi\rangle.$$
A trial is admissible if it is real, has finite $D$, and carries a nonzero current $J$.

**Theorem.** For every admissible trial $\Phi$ with current $J$,
$$D[\Phi]=J\cdot\rho\cdot J+D[\Phi-\Psi]\ \ge\ J\cdot\rho\cdot J,$$
where $\Psi$ is the solution of the transport equation for the field $E=\rho J$. Equality holds if and only if $\Phi-\Psi$ is a null function.

*Proof.* The solution $\Psi=\sum_iE_i\varphi_i$ carries the current $\sigma E=\sigma\rho J=J$, the same as the trial. The cross term follows from the transport equation for $\Psi$:
$$\frac2V\langle\Phi,P\Psi\rangle=\sum_iE_i\frac2V\langle\Phi,X_i\rangle=E\cdot J=J\cdot\rho\cdot J.$$
Taking $\Phi=\Psi$ in this line gives $D[\Psi]=J\cdot\rho\cdot J$. Because $P$ is symmetric,
$$D[\Phi-\Psi]=D[\Phi]-2J\cdot\rho\cdot J+J\cdot\rho\cdot J.$$
Rearranging gives the identity. By Lemma 1, $D[\Phi-\Psi]\ge0$, with zero only for null functions. ∎

Dividing by $|J|^2$ gives a ratio that does not depend on the scale or sign of $\Phi$. The relative excess of the bound is $D[\Phi-\Psi]/D[\Psi]$, the square of the relative error of the distribution in the norm $\sqrt D$. A distribution that differs by one percent in this norm from the solution with the same current therefore gives the resistivity along that current too high by one part in ten thousand. An error that turns the current is different: in an anisotropic metal it can change the bounded resistivity itself at first order.

**Corollary 1 (which resistivity is bounded).** Let $u$ be a unit vector and $J_u=u\cdot J$.

1. If the trial current lies along $u$, then $D/J_u^2\ge u\cdot\rho\cdot u$.
2. If transverse current is left free, then $D/J_u^2\ge1/\sigma_{uu}$ for $J_u\ne0$, with $\sigma_{uu}=u\cdot\sigma\cdot u$.
3. If the direction of $J$ is free, the minimum of $D/|J|^2$ is the smallest eigenvalue of $\rho$.

*Proof.* Parts 1 and 3 follow by inserting $J$ in the theorem. For part 2, the Cauchy–Schwarz inequality gives
$$(u\cdot J)^2=\big[(\sigma^{1/2}u)\cdot(\rho^{1/2}J)\big]^2\le\sigma_{uu}\,(J\cdot\rho\cdot J)\le\sigma_{uu}D.$$
The solution for a field along $u$ has $J\propto\sigma u$ and reaches equality. ∎

Setting $J=u$ in the first inequality gives $1/\sigma_{uu}\le u\cdot\rho\cdot u$, with equality only if $u$ is a principal axis. The two sides describe different experiments: a field fixed along $u$ with free transverse current, and a current fixed along $u$, as in a long wire much thicker than the mean free path, where transverse fields build up. If $\rho$ is isotropic, the three bounds coincide.

**Corollary 2 (linear families).** Let $\Phi=\sum_ac_a\chi_a$, $A_{ab}=(2/V)\langle\chi_a,P\chi_b\rangle$ and $C_{ia}=J_i[\chi_a]$. If $A$ and $CA^{-1}C^T$ are invertible, the best bound on $u\cdot\rho\cdot u$ within the family is
$$u\cdot(CA^{-1}C^T)^{-1}\cdot u.$$

*Proof.* Minimize $c\cdot A\cdot c$ subject to $Cc=u$. Stationarity of $c\cdot A\cdot c-2\lambda\cdot(Cc-u)$ gives $Ac=C^T\lambda$, so $c=A^{-1}C^T\lambda$. The constraint gives $\lambda=(CA^{-1}C^T)^{-1}u$. The value is $c\cdot A\cdot c=(Cc)\cdot\lambda=u\cdot\lambda$. It is a minimum because $A$ is positive. ∎

Enlarging the family cannot raise the bound, since the old trials remain available.

## 3. Dissipation as entropy production

The electron entropy is $-2k_B\sum_k[f\ln f+(1-f)\ln(1-f)]$, so collisions change its density at the rate $-(2k_B/V)\sum_k\ln[f/(1-f)]\,C_k$. From the factors in Lemma 1,
$$\ln\frac f{1-f}=-\frac{\varepsilon-\mu}{k_BT}+\frac{\Phi}{k_BT}+O(\Phi^2).$$
The first term contributes $(2/VT)\sum_k\varepsilon_kC_k$, because $\sum_kC_k=0$. The phonon bath receives the energy lost by the electrons, and its entropy density grows at the rate $-(2/VT)\sum_k\varepsilon_kC_k$. These cancel. With $C=-P\Phi$ to first order, what remains is
$$T\dot s_{\rm total}=\frac2V\langle\Phi,P\Phi\rangle+O(\Phi^3)=D[\Phi]+O(\Phi^3).$$
To second order in $\Phi$, the linear-response state thus has the least entropy production among the trials with the same current. For that state $D=E\cdot J$, the Joule heat.

These general statements were tested on a two-dimensional lattice of 64 states with inelastic scattering. The full nonlinear collision integral gave the entropy production, averaged over a small trial $\Phi$ and its opposite $-\Phi$ to cancel the cubic term, as 1.0000004 times the quadratic prediction. Its steady states, with the driving term kept to first order in $E$, reproduced $\sigma$ within $4\times10^{-7}$ of the largest element. None of 1000 random trials broke the bound, and free minimization of $D/|J|^2$ reached the smallest eigenvalue of $\rho$.

## 4. Where the conditions matter

**Remark 1 (current-carrying null functions).** If scattering conserved a quantity whose null function $N$ carried current, the trial $N$ would give $D/|J|^2=0$. The current of this trial would then not decay, and the linear steady state assumed above would not exist for a field that drives it.

**Remark 2 (magnetic field).** A magnetic field $B$ adds to $P\Phi$ the term
$$M\Phi=-\frac e\hbar\,w\,(v\times B)\cdot\nabla_k\Phi.$$
The field $w\,v\times B$ has zero divergence in $k$-space, because $\nabla_kw$ is parallel to $v$ and $v$ is a gradient. Integration by parts therefore gives $\langle\Psi,M\Phi\rangle=-\langle M\Psi,\Phi\rangle$. The total operator is not symmetric and the proof fails. Suppose $P$ itself is unchanged by $B$. Since $\langle\Phi,M\Phi\rangle=0$, the steady state obeys $E\cdot J=D[\Phi]$, and the theorem at zero field gives
$$J\cdot\rho(B)\cdot J=D[\Phi]\ge J\cdot\rho(0)\cdot J.$$
The ratio $D/|J|^2$ still bounds the zero-field resistivity, but it is not in general an upper bound on the resistivity in the field.

## 5. A metal with an ellipsoidal Fermi surface

Take masses $m_x=m_y=m_e$, $m_z=4m_e$ and Fermi energy $E_F=3$ eV, in the degenerate limit $w\to\delta(\varepsilon-E_F)$. Unit-charge impurities of density $n_{\rm imp}=0.1$ nm$^{-3}$ scatter elastically through the matrix element $U(q)/V$, with $U=e^2/[\epsilon_0(q^2+\kappa^2)]$ and $\kappa=15$ nm$^{-1}$. These are model parameters; phonons and scattering beyond the Born approximation are left out. For impurities this strong the Born approximation is not quantitatively reliable: with all masses equal to $m_e$, partial waves give a transport cross-section about 1.6 times the Born value for attractive charges and about 0.3 times it for repulsive ones. Nor is $\kappa$ matched to the density of states of the ellipsoid, whose Thomas–Fermi value would be about 21 nm$^{-1}$. The resistivities below therefore illustrate the theorem within this model; they are not predictions for a real metal.

On the Fermi surface $k_i=\sqrt{2m_iE_F}\,n_i/\hbar$, with $n$ a unit vector. The volume element is uniform in the solid angle of $n$, and the density of states per spin and volume is
$$N=\frac{\sqrt{8m_xm_ym_zE_F}}{4\pi^2\hbar^3}.$$
For elastic scattering $\mathcal P_{kk'}/k_BT=w_kW_{kk'}$. The golden rule, summed over independent impurities, then gives
$$D=N\overline{\Gamma(\Phi-\Phi')^2},\quad \Gamma=\frac{2\pi}\hbar n_{\rm imp}NU^2,\quad J=-2eN\,\overline{v\Phi},$$
where bars are averages over the directions $n$ and, in $D$, also $n'$.

**The displaced Fermi sea.** Shifting $f^0$ rigidly by $\delta$ in $k$-space gives $\Phi=\hbar v\cdot\delta$ to first order. For $\delta_i\propto m_iu_i$ this is $\Phi=k\cdot u$, up to a constant factor; this trial is called the displaced sea below. Since $\overline{v_ik_j}=(2E_F/3\hbar)\delta_{ij}$ and the carrier density is $n_e=4NE_F/3$, the current is $J=-en_eu/\hbar$. It lies along $u$, so the trial bounds $u\cdot\rho\cdot u$:
$$u\cdot\rho\cdot u\le\frac{\hbar^2N}{e^2n_e^2}\,\overline{\Gamma\,[(k-k')\cdot u]^2}.$$
The Fermi radii are 8.874 and 17.747 nm$^{-1}$, so $n_e=8.874^2\times17.747/3\pi^2=47.20$ nm$^{-3}$.

**Equality for a sphere.** With all masses equal to $m_e$ and Fermi radius $k_F$, $\Gamma$ depends only on the angle $\theta$ between $k$ and $k'$. The average of $\Gamma k'$ over $k'$ is along $k$, so, with the bar over $n'$ only, $\overline{\Gamma(k_x-k_x')}=k_x/\tau$ with $1/\tau=\overline{\Gamma(1-\cos\theta)}$. Thus $k_x$ solves the equation up to a factor, and the bound becomes $\rho=m_e/(n_ee^2\tau)$. Put $t=(1-\cos\theta)/2$, $q^2=4k_F^2t$ and $b=4k_F^2/\kappa^2$:
$$\frac1\tau=\frac{2\pi}\hbar n_{\rm imp}N\Big(\frac{e^2}{\epsilon_0\kappa^2}\Big)^2\int_0^1\frac{2t\,dt}{(1+bt)^2},$$
$$\int_0^1\frac{2t\,dt}{(1+bt)^2}=\frac2{b^2}\Big[\ln(1+b)-\frac b{1+b}\Big].$$
This formula, the numerical solution and the trial all give 1.633 μΩ cm.

**The ellipsoid.** The numerical solution gives $\rho_{xx}=1.1753$ and $\rho_{zz}=2.5364$ μΩ cm. Let $u$ lie halfway between $x$ and $z$. Then
$$u\cdot\rho\cdot u=\frac{1.1753+2.5364}2=1.8559\ \text{μΩ cm}.$$
The displaced sea gives the bound 1.8562 μΩ cm, an excess of 0.0177 percent. Its relative error in the norm $\sqrt D$ is 1.332 percent, and $0.01332^2=1.77\times10^{-4}$, as the theorem requires. Corollary 2 improves the bound; since no trial used here carries current along $y$, only the $x$ and $z$ rows of $C$ are kept. Adding the functions $n_z^2k_x$ and $n_z^2k_z$ to $k_x$ and $k_z$ lowers the excess to 0.0039 percent; adding also $n_z^4k_x$ and $n_z^4k_z$ lowers it to about 0.00001 percent.

The ratio $\rho_{zz}/\rho_{xx}=2.16$ is well below the mass ratio 4. The displaced-sea bounds show why it lies below 4. Write $k_i-k_i'=a_i\Delta_i$, with $\Delta=n-n'$ and $a_z^2=4a_x^2$. The bounds along $z$ and $x$ have the ratio $4\,\overline{\Gamma\Delta_z^2}/\overline{\Gamma\Delta_x^2}$, which is 4 for constant $\Gamma$. Here $\Gamma$ falls with $q^2=a_x^2(\Delta_x^2+\Delta_y^2+4\Delta_z^2)$. Let $\tilde\Gamma$ be $\Gamma$ with $\Delta_x$ and $\Delta_z$ exchanged. Then
$$\overline{\Gamma(\Delta_z^2-\Delta_x^2)}=\tfrac12\overline{(\Gamma-\tilde\Gamma)(\Delta_z^2-\Delta_x^2)}<0,$$
because the two factors have opposite signs. The ratio of the bounds is therefore below 4. By reflection symmetry the bound along $u$ is the mean of the two axis bounds, so its small excess shows that both lie close to the solution.

**Ignoring the transverse current.** The trial $\Phi=v\cdot u$ is a Fermi sea shifted along $u$ itself. Its current follows from $\overline{v_i^2}=2E_F/3m_i$, which gives $J_x:J_z=1:\tfrac14$. The transverse current is $(1-\tfrac14)/(1+\tfrac14)=0.6$ of the longitudinal one. The ratio $D/J_u^2$ is 1.70745 μΩ cm, below $u\cdot\rho\cdot u$ but above $1/\sigma_{uu}=1.6063$ μΩ cm, as Corollary 1 allows. Dividing by the full $|J|^2$ gives $1.70745/(1+0.6^2)=1.2555$ μΩ cm, a valid bound on the resistivity along the trial's own current, 1.2554 μΩ cm. The trial is thus a good distribution for another current direction. The numerical output below lists these values.

## Computed results

```
A: lattice model, units kT = e = hbar = 1
number of states: 64 (one spin)
entropy production / quadratic form: 1.0000004 
sigma, full versus linearized, rel. gap: 3.9e-07 
number of random trials: 1000 
smallest D/(J.rho.J) among them: 1.0000003 
free minimum of D/J^2: 0.283289 model units
smallest eigenvalue of rho: 0.283289 model units
B: anisotropic model metal
mass along x and y: 1 electron masses
mass along z: 4 electron masses
Fermi energy: 3.00 eV
screening wavevector: 15.0 1/nm
impurity density: 0.100 1/nm^3
Fermi radius along x: 8.8736 1/nm
Fermi radius along z: 17.7472 1/nm
carrier density: 47.1961 1/nm^3
density of states per spin: 11.79903 1/(eV nm^3)
angular nodes: 384 
sigma change from coarser grid, relative: 6.6e-09 
equal masses: closed formula: 1.63299 microohm cm
equal masses: numerical solution: 1.63299 microohm cm
equal masses: trial k_x: 1.63299 microohm cm
rho_xx, solution: 1.17531 microohm cm
rho_zz, solution: 2.53644 microohm cm
u.rho.u, solution: 1.85588 microohm cm
1/sigma_uu, solution: 1.60631 microohm cm
bound from k.u: 1.85620 microohm cm
excess of k.u bound: 0.0177 percent
error of k.u in dissipation norm: 1.332 percent
family bound, 2 functions: 1.85620 microohm cm
  its excess: 0.017734 percent
family bound, 4 functions: 1.85595 microohm cm
  its excess: 0.003928 percent
family bound, 6 functions: 1.85588 microohm cm
  its excess: 0.000010 percent
v.u: transverse/longitudinal current: 0.6000 
v.u: D/J_u^2, transverse current ignored: 1.70745 microohm cm
v.u: D/|J|^2: 1.25547 microohm cm
v.u: resistivity along its own current: 1.25538 microohm cm
field along u: transverse/longitudinal current: 0.3667 
field along u: D/J_u^2: 1.60631 microohm cm
```
